\section*{Rytov's leading-order permittivities for a subwavelength binary grating}

\section{Definitions and conventions}

A binary grating consists of flat, isotropic, non-magnetic layers stacked along $x$ with period $P$. Lines of width $d_1=fP$ have relative permittivity $\varepsilon_1$, and gaps of width $d_2=(1-f)P$ have $\varepsilon_2$. The layers extend without limit along $y$ and $z$. An average over one period is written
\begin{equation}
\langle u\rangle=\frac1P\int_0^P u(x)\,dx .
\end{equation}
Fields vary in time as $e^{-i\omega t}$, and $k_0=\omega/c$. The grating is invariant in the $yz$ plane, so the $z$ axis can be laid along the in-plane wave vector. All fields then have the form $F(x)e^{i\beta z}$ and do not depend on $y$. The Bloch wave number $K$ is defined by $F(x+P)=e^{iKP}F(x)$; the branch meant is the one with $KP\to0$ as $P\to0$.

With $\partial_y=0$ and $\partial_z=i\beta$, the equations $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ separate into two sets. The \emph{E wave} has its electric field along the lines:
\begin{equation}
E_y'=i\omega\mu_0H_z,\quad -i\beta E_y=i\omega\mu_0H_x,\quad i\beta H_x-H_z'=-i\omega\varepsilon_0\varepsilon E_y .
\end{equation}
Eliminating $H_x$ and $H_z$ gives
\begin{equation}
E_y''=(\beta^2-k_0^2\varepsilon)E_y. \label{ewave}
\end{equation}
The \emph{H wave} has its magnetic field along the lines:
\begin{equation}
D_x=\frac{\beta}{\omega}H_y,\quad H_y'=-i\omega\varepsilon_0\varepsilon E_z,\quad i\beta E_x-E_z'=i\omega\mu_0H_y. \label{hset}
\end{equation}
Inserting $E_x=\beta H_y/(\omega\varepsilon_0\varepsilon)$ and $E_z=iH_y'/(\omega\varepsilon_0\varepsilon)$ in the last equation gives
\begin{equation}
\left(\frac{H_y'}{\varepsilon}\right)'=\left(\frac{\beta^2}{\varepsilon}-k_0^2\right)H_y. \label{hwave}
\end{equation}
At an interface the tangential fields $E_y,E_z$ and the normal displacement $D_x$ are continuous. The normal field $E_x$ jumps.

\section{Permittivities from the continuous fields}

An effective permittivity relates cell averages: $\langle D_i\rangle=\varepsilon_0\varepsilon_i\langle E_i\rangle$.

\paragraph{Lemma 1.} If $E_y$, $E_z$ and $D_x$ are uniform across a cell, then $\varepsilon_y=\varepsilon_z=\varepsilon_\parallel$ and $\varepsilon_x=\varepsilon_\perp$, where
\begin{equation}
\varepsilon_\parallel=f\varepsilon_1+(1-f)\varepsilon_2,\qquad
\frac1{\varepsilon_\perp}=\frac f{\varepsilon_1}+\frac{1-f}{\varepsilon_2}. \label{rytov}
\end{equation}

\paragraph{Proof.} A uniform tangential field can be taken out of the average:
\begin{equation}
\langle D_y\rangle=\varepsilon_0\langle\varepsilon E_y\rangle=\varepsilon_0\langle\varepsilon\rangle E_y ,
\end{equation}
and likewise for $z$. Across the layers it is $D_x$ that can be taken out:
\begin{equation}
\langle E_x\rangle=\left\langle\frac{D_x}{\varepsilon_0\varepsilon}\right\rangle=\frac{D_x}{\varepsilon_0}\left\langle\frac1\varepsilon\right\rangle .
\end{equation}
Hence $\varepsilon_\perp=1/\langle1/\varepsilon\rangle$. Writing out the two averages gives (\ref{rytov}). $\square$

The lemma assumes uniformity. The theorem below replaces that assumption by a limit, and shows that the same two numbers govern propagation.

\section{The leading-order theorem}

\paragraph{Theorem.} Let $f,\varepsilon_1,\varepsilon_2,k_0$ and $\beta$ be fixed, with finite non-zero permittivities. As $P\to0$,
\begin{align}
\text{E wave:}\quad K^2&=\varepsilon_\parallel k_0^2-\beta^2+O(P^2),\label{dispE}\\
\text{H wave:}\quad K^2&=\varepsilon_\parallel\left(k_0^2-\frac{\beta^2}{\varepsilon_\perp}\right)+O(P^2).\label{dispH}
\end{align}
These are, to leading order, the dispersion relations of a uniform crystal with $\varepsilon_x=\varepsilon_\perp$ and $\varepsilon_y=\varepsilon_z=\varepsilon_\parallel$. If $\langle\varepsilon\rangle$ and $\langle1/\varepsilon\rangle$ are non-zero, $\beta^2$ at fixed $K$ also has an error $O(P^2)$.

\paragraph{Proof.} Put $\nu=\beta/k_0$. For the E wave take the continuous pair $u=E_y$, $v=E_y'/k_0$; for the H wave take $u=H_y$, $v=H_y'/(k_0\varepsilon)$, which is proportional to $E_z$. Equations (\ref{ewave}) and (\ref{hwave}) become
\begin{equation}
\frac{d}{dx}\begin{pmatrix}u\\v\end{pmatrix}=k_0N\begin{pmatrix}u\\v\end{pmatrix},\qquad N=\begin{pmatrix}0&p\\q&0\end{pmatrix},
\end{equation}
with
\begin{equation}
\text{E: }p=1,\ q=\nu^2-\varepsilon;\qquad \text{H: }p=\varepsilon,\ q=\nu^2/\varepsilon-1.
\end{equation}
The coefficients are bounded, so $u$ and $v$ change by $O(k_0P)$ across a cell. This is the uniformity used in Lemma 1.

Let $N_1,N_2$ be the matrices in the two layers. The transfer matrix of a cell is
\begin{equation}
T(P)=e^{B}e^{A},\qquad A=k_0fPN_1,\quad B=k_0(1-f)PN_2 .
\end{equation}
Both exponents have zero trace, so $\det T=1$. The eigenvalues of $T$ are therefore $e^{\pm iKP}$, and
\begin{equation}
2\cos KP=\operatorname{tr}T(P). \label{trace}
\end{equation}

The trace is even in $P$. Indeed $T(-P)=e^{-B}e^{-A}=(e^{A}e^{B})^{-1}$. A $2\times2$ matrix of unit determinant has the same trace as its inverse, and $\operatorname{tr}(e^Ae^B)=\operatorname{tr}(e^Be^A)$. Thus $\operatorname{tr}T(-P)=\operatorname{tr}T(P)$.

The second-order part of $e^Be^A$ is $\frac12A^2+\frac12B^2+BA$. Its trace equals $\frac12\operatorname{tr}(A+B)^2$, because $\operatorname{tr}AB=\operatorname{tr}BA$. Since $A+B=k_0P\langle N\rangle$ and $\operatorname{tr}\langle N\rangle^2=2\langle p\rangle\langle q\rangle$,
\begin{equation}
\operatorname{tr}T=2+k_0^2P^2\langle p\rangle\langle q\rangle+O(P^4).
\end{equation}
The left side of (\ref{trace}) is $2-K^2P^2+O(P^4)$. Therefore
\begin{equation}
K^2=-k_0^2\langle p\rangle\langle q\rangle+O(P^2).
\end{equation}
For the E wave, $\langle p\rangle\langle q\rangle=\nu^2-\varepsilon_\parallel$, which gives (\ref{dispE}). For the H wave it is $\varepsilon_\parallel(\nu^2/\varepsilon_\perp-1)$, which gives (\ref{dispH}).

For a uniform crystal, replace $\varepsilon$ in (\ref{ewave}) by $\varepsilon_y$. In (\ref{hset}), $\varepsilon$ beside $E_z$ becomes $\varepsilon_z$ and that linking $D_x$ to $E_x$ becomes $\varepsilon_x$. A plane wave $e^{iKx}$ then obeys $K^2+\beta^2=\varepsilon_yk_0^2$ or $K^2/\varepsilon_z+\beta^2/\varepsilon_x=k_0^2$. These match the leading terms.

Finally, $(2-\operatorname{tr}T)/P^2$ is a smooth function of $\beta^2$ and $P^2$. At $P=0$ its derivative with respect to $\beta^2$ is $-1$ for the E wave and $-\varepsilon_\parallel/\varepsilon_\perp$ for the H wave. When these are finite and non-zero, the relation can be solved for $\beta^2$ with an error $O(P^2)$. $\square$

\paragraph{Remark on directions and contrast.} For $\beta=0$ both waves have $K^2=\varepsilon_\parallel k_0^2$: the electric field then lies along the layers in either case. For $K=0$ the waves separate, with $\beta^2=\varepsilon_\parallel k_0^2$ and $\beta^2=\varepsilon_\perp k_0^2$. The difference follows by putting (\ref{rytov}) over a common denominator:
\begin{equation}
\varepsilon_\parallel-\varepsilon_\perp=\frac{f(1-f)(\varepsilon_1-\varepsilon_2)^2}{f\varepsilon_2+(1-f)\varepsilon_1}. \label{difference}
\end{equation}
For positive permittivities it is non-negative. It vanishes when one material fills the cell or the two are equal, and for weak contrast it is quadratic in the contrast. At fixed $0<f<1$ and $\varepsilon_1\to\infty$, $\varepsilon_\parallel$ grows without bound while $\varepsilon_\perp\to\varepsilon_2/(1-f)$. Uniform $D_x$ then places nearly all of $E_x$ in the gaps.

\section{The first correction in the period}

\paragraph{Proposition.} At $K=0$ the lowest modes have $\beta^2/k_0^2=\varepsilon_\parallel+\delta_E+O(P^4)$ and $\varepsilon_\perp+\delta_H+O(P^4)$, where
\begin{align}
\delta_E&=\frac{(k_0P)^2}{12}f^2(1-f)^2(\varepsilon_1-\varepsilon_2)^2,\label{dE}\\
\delta_H&=\frac{(k_0P)^2}{12}f^2(1-f)^2\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_2}\right)^2\varepsilon_\perp^3\varepsilon_\parallel. \label{dH}
\end{align}

\paragraph{Proof for the E wave.} Normalize $E_y=1+e$ with $\langle e\rangle=0$, and write $\varepsilon=\varepsilon_\parallel+\delta$. Averaging (\ref{ewave}) over a period removes the left side, because $E_y'$ is periodic:
\begin{equation}
\beta^2=k_0^2\left(\varepsilon_\parallel+\langle\delta e\rangle\right).
\end{equation}
To leading order (\ref{ewave}) reads $e''=-k_0^2\delta$. Let $g'=\delta$ with $\langle g\rangle=0$. Then $e'=-k_0^2g$, with no constant because $\langle e'\rangle=0$. Integration by parts gives
\begin{equation}
\langle\delta e\rangle=\langle g'e\rangle=-\langle ge'\rangle=k_0^2\langle g^2\rangle .
\end{equation}
In a line $g$ has slope $(1-f)(\varepsilon_1-\varepsilon_2)$ over a width $fP$; in a gap it returns. It is a triangular wave between $-s/2$ and $s/2$, with $s=f(1-f)P(\varepsilon_1-\varepsilon_2)$. A linear run between these limits has mean square $s^2/12$, which gives (\ref{dE}). The neglected part of $e$ is $O(P^4)$.

\paragraph{Proof for the H wave.} Normalize $H_y=1+h$ with $\langle h\rangle=0$, and write $1/\varepsilon=1/\varepsilon_\perp+\zeta$. Since $H_y'/\varepsilon$ is periodic, averaging (\ref{hwave}) gives
\begin{equation}
k_0^2=\beta^2\left(\frac1{\varepsilon_\perp}+\langle\zeta h\rangle\right). \label{havg}
\end{equation}
To leading order $(h'/\varepsilon)'=\beta^2\zeta$. Let $w'=\zeta$ with $\langle w\rangle=0$, so that $h'=\varepsilon\beta^2(w+C)$ with a constant $C$. The triangular wave $w$ has zero mean within each layer, hence $\langle\varepsilon w\rangle=0$. Periodicity of $h$ requires $\langle h'\rangle=0$, so $C=0$. With $r=f(1-f)P(1/\varepsilon_1-1/\varepsilon_2)$,
\begin{equation}
\langle\zeta h\rangle=-\langle wh'\rangle=-\beta^2\langle\varepsilon w^2\rangle=-\beta^2\varepsilon_\parallel\frac{r^2}{12}.
\end{equation}
Solving (\ref{havg}) for $\beta^2$ to this order gives
\begin{equation}
\frac{\beta^2}{k_0^2}=\varepsilon_\perp+\varepsilon_\perp^2\beta^2\varepsilon_\parallel\frac{r^2}{12}.
\end{equation}
Replacing $\beta^2$ in the correction by $k_0^2\varepsilon_\perp$ yields (\ref{dH}). $\square$

\paragraph{Remark on failure.} For fixed $f$, $\varepsilon_2=1$ and large $\varepsilon_1$, both relative corrections $\delta_E/\varepsilon_\parallel$ and $\delta_H/\varepsilon_\perp$ grow as $(k_0P)^2\varepsilon_1$. The period must therefore be small against the wavelength inside the denser material, apart from numerical factors. If the permittivities have opposite signs and $f\varepsilon_2+(1-f)\varepsilon_1$ approaches zero, $\varepsilon_\perp$ diverges and the factor $\varepsilon_\perp^3$ in (\ref{dH}) destroys the expansion. The expansion of $\cos KP$ also requires $KP$ to stay well below the Bragg value $\pi$.

\section{Guided modes of a grating membrane}

\paragraph{Corollary.} Let the grating be cut to a membrane $|z|<t/2$ in air, with propagation along $x$, across the lines. Replace it by the uniform crystal of the theorem and set $\gamma^2=K^2-k_0^2>0$. Its even modes obey
\begin{align}
\text{E: }&q\tan\frac{qt}{2}=\gamma,&q^2&=\varepsilon_\parallel k_0^2-K^2,\label{slabE}\\
\text{H: }&q\tan\frac{qt}{2}=\varepsilon_\perp\gamma,&q^2&=\varepsilon_\perp\left(k_0^2-\frac{K^2}{\varepsilon_\parallel}\right).\label{slabH}
\end{align}

\paragraph{Proof.} The dispersion relations with $\beta=q$ give the two expressions for $q^2$. Inside, the field along $y$ is $\cos qz$; above the membrane it is proportional to $e^{-\gamma(z-t/2)}$. For the E wave $E_y$ and $\partial_zE_y$ are continuous at $z=t/2$, and their ratio gives (\ref{slabE}). For the H wave $H_y$ and the tangential field $E_x$ are continuous. Since $E_x$ is proportional to $\varepsilon_x^{-1}\partial_zH_y$, the condition is $(q/\varepsilon_\perp)\tan(qt/2)=\gamma$, which is (\ref{slabH}). $\square$

The theorem covers the unbounded grating. The corollary also treats the cut faces as faces of a uniform crystal, an additional approximation examined below.

\section{Germanium lines in the mid-infrared}

Take lines of index 4.0, a rough value for germanium, in air at a wavelength of 8000 nm. The period is 500 nm, the line width 200 nm and the membrane thickness 1500 nm. Thus $f=0.40$, $\varepsilon_1=16$, $\varepsilon_2=1$, and
\begin{align}
\varepsilon_\parallel&=0.4\times16+0.6\times1=7.0,\\
\frac1{\varepsilon_\perp}&=\frac{0.4}{16}+0.6=0.625,\qquad\varepsilon_\perp=1.6 .
\end{align}
The corresponding indices are 2.646 and 1.265. The limit $\varepsilon_2/(1-f)=1.67$ is already close to $\varepsilon_\perp$.

\paragraph{Size of the period error.} Here $k_0P=0.3927$, so (\ref{dE}) and (\ref{dH}) give
\begin{align}
\delta_E&=\frac{(0.3927\times0.24\times15)^2}{12}=0.167,\\
\delta_H&=\frac{(0.3927\times0.24\times0.9375)^2}{12}\,(1.6)^3\,(7.0)=0.0187 .
\end{align}
An independent value comes from matching even fields. With $k_1^2=\varepsilon_1k_0^2-\beta^2$ and $\kappa_2^2=\beta^2-\varepsilon_2k_0^2$, the field is a cosine about the line centre and a hyperbolic cosine about the gap centre. Continuity of $u$ and $v$ requires
\begin{equation}
\frac{k_1}{m_1}\tan\frac{k_1d_1}{2}=\frac{\kappa_2}{m_2}\tanh\frac{\kappa_2d_2}{2},
\end{equation}
with $m_j=1$ for the E wave and $m_j=\varepsilon_j$ for the H wave. The roots are $\beta^2/k_0^2=7.168$ and $1.619$; the corrected formulas give 7.167 and 1.619. The leading values 7.0 and 1.6 are thus in error by 2.4\% and 1.2\%, the corrected ones by less than 0.05\%. The errors of the leading values are this small although $k_0P\sqrt{\varepsilon_1}=1.57$ is not small, because of the factor $f^2(1-f)^2/12$.

At $K=0$ the shapes of $E_y$ and $D_x$ support the premise of Lemma 1. Integrating $e'=-k_0^2g$ between layer centres gives a spread $k_0^2P|s|/8$, or 6.9\% of the mean; the computed spread of $E_y$ is 7.0\%. For $D_x$, which is proportional to $H_y$, the computed spread is 5.0\%. Meanwhile $E_x$ jumps by a factor 16 at each interface. The field $E_z$ is uniform only in the absolute sense used in the theorem. In units of $\sqrt{\mu_0/\varepsilon_0}\,\langle H_y\rangle$ its magnitude at $K=0$ is $\beta^2|w|/k_0$; it has zero mean and a full swing $\beta^2|r|/k_0=0.14$, against $E_x=1.27$ in the gap and $0.08$ in the line. At $K=1.15k_0$ its swing is about 0.12 on a mean of about $K/(k_0\varepsilon_\parallel)=0.16$, and the periodic part of $D_x$ varies by about $K|s|/\varepsilon_\parallel=23\%$. These variations are of first order in $P$; by the theorem they enter the dispersion relation only at second order.

Away from $K=0$, finite elements with the actual layers test the dispersion relation. At $K=0.8k_0$ they give $\beta^2/k_0^2=6.529$ and $1.465$, against 6.360 and 1.454 from the leading formulas. Halving the period from 250 to 125 nm reduces the deviations by factors 4.01 and 4.03, as an error $O(P^2)$ should.

\paragraph{The membrane.} Equations (\ref{slabE}) and (\ref{slabH}) give fundamental mode indices $K/k_0=2.162$ and $1.149$. For the E wave, $q/k_0=\sqrt{7-2.1617^2}=1.525$ and $k_0t/2=0.589$. Then $(q/k_0)\tan(qt/2)=1.92$, equal to $\gamma/k_0$ at this precision.

A two-dimensional finite-element solution of the actual line-and-gap membrane was compared with the homogenized one at the same $K$ and thickness. For periods of 500, 250 and 125 nm, the E-wave frequency shifts are $-1.16$, $-0.28$ and $-0.07\%$, with a mesh error of up to about 0.01 percentage points, a quadratic decrease. The H-wave shifts are $+0.45$, $+0.25$ and $+0.13\%$, with a mesh error of up to about 0.02 percentage points; they fall nearly in proportion to $P$. The theorem leaves no linear term in the unbounded grating, so this behaviour points to the cut faces. A plausible mechanism, not separately tested, is the adjustment of the strongly uneven $E_x$ in the grating to the smooth field in air. At $K=0$ the next Bloch mode decays along $z$ over 81 nm for the E wave and 94 nm for the H wave. At the wave numbers of the membrane modes the slowest decay length is about 94 nm for both. These lengths are near $P/2\pi=80$ nm and far below the thickness, so such a disturbance should stay near each face.

The choice of average matters much more than these errors. Using $\varepsilon_\parallel$ for both directions shifts the H-wave frequency by $-11.8\%$ at the same $K$.

\paragraph{Comparison with real devices.} The photon energy is 0.155 eV, well below the band gap of germanium, so treating the lines as nearly transparent is reasonable. The gaps to be etched are 300 nm wide and 1500 nm deep, five times deeper than wide. Real line widths are not perfectly controlled: an extra 10 nm at fixed period and wavelength raises the mode indices of the homogenized membrane by 0.056 (E) and 0.004 (H). Heating by 50 K, with a rough thermo-optic coefficient of $4\times10^{-4}$ per kelvin, adds 0.012 and 0.0006. The H-wave width figure is only indicative: the face error of the homogenized model also changes with line width, and the actual line-and-gap membrane shifts by about 0.0055. The H wave responds less to both changes. Its field reaches farther into the air, with $\gamma/k_0=0.57$ against 1.92 for the E wave, but this alone does not account for the difference. Heating hardly changes $\varepsilon_\perp$, which is near its limit for large $\varepsilon_1$, so it acts on the H wave almost entirely through $\varepsilon_\parallel$. In the homogenized model a wider line changes both permittivities, and about two thirds of its effect on the H wave comes through $\varepsilon_\parallel$. For $10^{16}$ electrons per cm$^3$, a Drude estimate with a conductivity mass of about $0.12\,m_e$ and mobility 3000 cm$^2$/Vs changes the line permittivity by $-0.005$. It gives a loss of about 0.5 dB/cm for the E wave in the unbounded grating, not for the membrane mode. The photon energy is about $6kT$ at room temperature, so a relaxation time taken from the dc mobility gives only the order of magnitude of this loss, and holes, which also absorb by transitions between valence bands, are not described by it. Side supports, roughness and lattice absorption are left out, so this is not a prediction of total loss.

\section*{Computed results}
\begin{verbatim}
wavelength 8000 nm; photon energy 0.155 eV
period 500 nm; line width 200 nm; fill 0.40
membrane thickness 1500 nm
line index 4.0; line permittivity 16.0; gap 1.0
period/wavelength 0.0625; k0*period 0.3927
k0*period*line index 1.571
eps_par 7.0000; index 2.6458
eps_perp 1.6000; index 1.2649
E wave, K=0: period correction to permittivity 0.16655
E wave, K=0: corrected 7.16655; exact 7.16769
E wave, K=0: exact/leading - 1 = 2.40 %
E wave, K=0: continuous-field spread/mean 6.98 %
E wave, K=0: next-mode amplitude decay length 80.9 nm
E wave, K/k0=0.8: (beta/k0)^2 formula 6.36000; cell 6.52929
E off-axis error ratio, 250 to 125 nm: 4.013
H wave, K=0: period correction to permittivity 0.01865
H wave, K=0: corrected 1.61865; exact 1.61933
H wave, K=0: exact/leading - 1 = 1.21 %
H wave, K=0: continuous-field spread/mean 4.98 %
H wave, K=0: next-mode amplitude decay length 93.8 nm
H wave, K/k0=0.8: (beta/k0)^2 formula 1.45371; cell 1.46541
H off-axis error ratio, 250 to 125 nm: 4.026
E membrane: homogenized mode index 2.1617
E membrane, period 500 nm: frequency shift at fixed K -1.155 %
E membrane, period 250 nm: frequency shift at fixed K -0.284 %
E membrane, period 125 nm: frequency shift at fixed K -0.071 %
E membrane: change of 500 nm shift on finer mesh -0.0082 percentage points
E mode-index change: +10 nm line +0.0563; +50 K +0.0121
H membrane: homogenized mode index 1.1489
H membrane, period 500 nm: frequency shift at fixed K 0.450 %
H membrane, period 250 nm: frequency shift at fixed K 0.245 %
H membrane, period 125 nm: frequency shift at fixed K 0.128 %
H membrane: change of 500 nm shift on finer mesh -0.0129 percentage points
H mode-index change: +10 nm line +0.0043; +50 K +0.0006
E membrane shift ratio, 500 to 250 nm: 4.064
H membrane: arithmetic mean for both gives frequency shift -11.82 %
rough thermo-optic coefficient 4.0e-04 1/K
rough masses: long 1.60, transverse 0.08, conductivity 0.117 m_e
rough carriers 1.0e+16 cm^-3; mobility 3000 cm2/Vs
carrier permittivity: real -0.00490; imaginary 1.042e-04
carrier loss of bulk E wave 0.538 dB/cm
\end{verbatim}
